# Adatom diffusion tensor from a corrector equation, verified by Bloch eigenvalues: verification in Python

```python
"""
Diffusion tensor of an adatom hopping among several sites per surface cell.

Result under test:
    D = 1/2 sum pi_i w (d + chi_j - chi_i)(d + chi_j - chi_i)^T,
    L chi = -(v - V),   sum pi_i chi_i = 0,
and the slow eigenvalue of the Bloch rate matrix is
    lambda(k) = i k.V - k.D.k + higher orders.
Symbols: w hop rate from site i to site j, d hop displacement, L generator,
pi stationary occupation, v local drift, V mean drift, chi corrector,
D0 the naive tensor 1/2 sum pi_i w d d^T.
A hop is stored as (i, j, (m, n), w), with (m, n) the change of cell.
Worked model: lengths in nm, energies in eV, rates in 1/us.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply


def displacement(cell, sites, hop):
    i, j, shift, _ = hop
    return np.array(shift) @ cell + sites[j] - sites[i]


def generator(n, hops):
    L = np.zeros((n, n))
    for i, j, _, w in hops:
        L[i, j] += w
        L[i, i] -= w
    return L


def quadratic_tensor(cell, sites, hops, pi, f):
    """1/2 sum pi w (d + f_j - f_i)(d + f_j - f_i)^T for any site vectors f."""
    total = np.zeros((2, 2))
    for hop in hops:
        i, j, _, w = hop
        step = displacement(cell, sites, hop) + f[j] - f[i]
        total += 0.5 * pi[i] * w * np.outer(step, step)
    return total


def corrector_solution(cell, sites, hops):
    n = len(sites)
    L = generator(n, hops)
    v = np.zeros((n, 2))
    for hop in hops:
        v[hop[0]] += hop[3] * displacement(cell, sites, hop)
    scale = np.abs(np.diag(L)).max()
    pi = np.linalg.solve((L + scale * np.ones((n, n))).T, scale * np.ones(n))
    V = pi @ v
    chi = np.linalg.solve(L - scale * np.outer(np.ones(n), pi), -(v - V))
    D0 = quadratic_tensor(cell, sites, hops, pi, np.zeros((n, 2)))
    D = quadratic_tensor(cell, sites, hops, pi, chi)
    return pi, v, V, chi, D0, D


def slow_eigenvalue(cell, n, hops, k):
    """Uses cell shifts only, so it never sees the site positions."""
    M = np.zeros((n, n), dtype=complex)
    for i, j, shift, w in hops:
        M[i, j] += w * np.exp(1j * np.dot(k, np.array(shift) @ cell))
        M[i, i] -= w
    values = np.linalg.eigvals(M)
    return values[np.argmax(values.real)]


def bloch_tensor(cell, n, hops, h):
    """Drift and diffusion tensor from small-k eigenvalues, extrapolated."""
    def estimate(q):
        ex = slow_eigenvalue(cell, n, hops, (q, 0))
        ey = slow_eigenvalue(cell, n, hops, (0, q))
        ep = slow_eigenvalue(cell, n, hops, (q, q))
        em = slow_eigenvalue(cell, n, hops, (q, -q))
        dxy = -(ep.real - em.real) / (4 * q**2)
        return np.array([ex.imag / q, ey.imag / q,
                         -ex.real / q**2, dxy, -ey.real / q**2])
    r = (4 * estimate(h / 2) - estimate(h)) / 3
    return r[:2], np.array([[r[2], r[3]], [r[3], r[4]]])


def propagated_tensor(cell, sites, hops, size, t1, t2):
    """Half the covariance growth rate from the master equation on a lattice."""
    n = len(sites)
    X, Y = [g.ravel() for g in np.meshgrid(np.arange(size), np.arange(size),
                                           indexing="ij")]
    rows, cols, data = [], [], []
    for i, j, (m, q), w in hops:
        src = (X * size + Y) * n + i
        dst = (((X + m) % size) * size + (Y + q) % size) * n + j
        rows += [dst, src]
        cols += [src, src]
        data += [np.full(size**2, w), np.full(size**2, -w)]
    A = coo_matrix((np.concatenate(data),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(n * size**2, n * size**2)).tocsr()
    corner = np.stack([X - size // 2, Y - size // 2], axis=1) @ cell
    pos = (corner[:, None, :] + sites[None, :, :]).reshape(-1, 2)
    p = np.zeros(n * size**2)
    p[((size // 2) * size + size // 2) * n] = 1.0

    def covariance(prob):
        mean = prob @ pos
        return mean, (pos * prob[:, None]).T @ pos - np.outer(mean, mean)

    p1 = expm_multiply(A * t1, p)
    p2 = expm_multiply(A * (t2 - t1), p1)
    m1, c1 = covariance(p1)
    m2, c2 = covariance(p2)
    return (m2 - m1) / (t2 - t1), (c2 - c1) / (2 * (t2 - t1))


def relative_gap(A, B):
    return np.abs(A - B).max() / np.abs(B).max()


# ---- General test: oblique cell, random rates, no detailed balance ----
rng = np.random.default_rng(7)
gen_cell = np.array([[1.0, 0.0], [0.3, 0.8]])
gen_sites = rng.uniform(0, 0.8, (4, 2))
gen_hops = [(i, j, tuple(int(s) for s in rng.integers(-1, 2, 2)),
             rng.uniform(0.4, 1.2))
            for i in range(4) for j in range(4) if i != j]
gen_hops += [(0, 0, (1, 0), 0.5), (2, 2, (0, -1), 0.7)]
_, _, gV, _, gD0, gD = corrector_solution(gen_cell, gen_sites, gen_hops)
bV, bD = bloch_tensor(gen_cell, 4, gen_hops, 0.05)
mV, mD = propagated_tensor(gen_cell, gen_sites, gen_hops, 81, 9.0, 11.0)
assert relative_gap(bD, gD) < 1e-5 and np.abs(bV - gV).max() < 1e-5
assert relative_gap(mD, gD) < 1e-5 and np.abs(mV - gV).max() < 1e-5

# ---- Persistent walker: without detailed balance D can exceed D0 ----
reversal = 0.25
walk = [(0, 0, (1, 0), 1.0), (1, 1, (-1, 0), 1.0),
        (0, 1, (0, 0), reversal), (1, 0, (0, 0), reversal)]
_, _, _, _, wD0, wD = corrector_solution(np.eye(2), np.zeros((2, 2)), walk)
_, wB = bloch_tensor(np.eye(2), 2, walk, 0.02)
assert abs(wD[0, 0] - (0.5 + 0.5 / reversal)) < 1e-10
assert abs(wB[0, 0] - wD[0, 0]) < 1e-4 and wD[0, 0] > wD0[0, 0]

# ---- Worked model: rough regime of Si on Si(001)-(2x1) ----
kB = const.k / const.e
a = const.physical_constants["lattice parameter of silicon"][0] * 1e9 / 2**0.5
b = 2 * a
cell = np.array([[a, 0.0], [0.0, b]])
flank = 0.15
names = ["flank+", "flank-", "row top", "trough"]
sites = np.array([[0, flank], [0, -flank], [a / 2, 0], [a / 2, b / 2]])
energy = np.array([0.0, 0.0, 0.10, 0.20])
ROW_SADDLE, TROUGH_SADDLE, SPLIT = 0.65, 1.00, 0.02
ATTEMPT = 1e7          # attempts per microsecond
TEMP = 800.0
CHANNELS = [(0, 2, (0, 0)), (0, 2, (-1, 0)), (1, 2, (0, 0)), (1, 2, (-1, 0)),
            (0, 3, (0, 0)), (0, 3, (-1, 0)), (1, 3, (0, -1)), (1, 3, (-1, -1))]


def surface_hops(T, trough=TROUGH_SADDLE, long_fraction=0.0):
    """Reversible hops; long_fraction of row-top visits pass straight through."""
    hops = []
    for i, j, shift in CHANNELS:
        d = displacement(cell, sites, (i, j, shift, 0))
        saddle = ROW_SADDLE if j == 2 else trough
        saddle += SPLIT * np.sign(d[0] * d[1])
        out = ATTEMPT * np.exp(-(saddle - energy[i]) / (kB * T))
        back = ATTEMPT * np.exp(-(saddle - energy[j]) / (kB * T))
        keep = 1 - long_fraction if j == 2 else 1.0
        hops.append((i, j, shift, keep * out))
        hops.append((j, i, (-shift[0], -shift[1]), keep * back))
        if j == 2 and long_fraction > 0:
            hops.append((i, 1 - i, (2 * shift[0] + 1, 0), long_fraction * out))
    return hops


def tilt(D):
    return np.degrees(0.5 * np.arctan2(2 * D[0, 1], D[0, 0] - D[1, 1]))


hops = surface_hops(TEMP)
pi, v, V, chi, D0, D = corrector_solution(cell, sites, hops)
_, DB = bloch_tensor(cell, 4, hops, 0.05)
boltzmann = np.exp(-energy / (kB * TEMP))
boltzmann /= boltzmann.sum()
assert np.abs(pi - boltzmann).max() < 1e-10
assert np.abs(V).max() < 1e-9 * np.abs(v).max()
assert np.all(np.abs(DB / D - 1) < 1e-5)

# Closed forms from the layer structure of this model
t = np.tanh(SPLIT / (kB * TEMP))
g_row = boltzmann[0] * sum(h[3] for h in hops if h[:2] == (0, 2))
g_trough = boltzmann[0] * sum(h[3] for h in hops if h[:2] == (0, 3))
hop_rate = sum(boltzmann[h[0]] * h[3] for h in hops)
Dyy = b**2 / (2 / g_row + 2 / g_trough)
Dxy = -2 * a * t / b * Dyy
Dxx = hop_rate * a**2 * (1 - t**2) / 8 + (2 * a * t / b)**2 * Dyy
assert np.allclose(D, [[Dxx, Dxy], [Dxy, Dyy]], rtol=1e-8)

# Moving sites inside the cell: D is unchanged, D0 is not
moved = sites + rng.uniform(-0.1, 0.1, sites.shape)
_, _, _, chi_m, D0_m, D_m = corrector_solution(cell, moved, hops)
assert np.allclose(D_m, D, rtol=1e-8) and relative_gap(D0_m, D0) > 1e-2
common = (moved + chi_m) - (sites + chi)
assert np.abs(common - common[0]).max() < 1e-9

# Detailed balance: the corrector minimizes the quadratic form
for size in (1e-3, 1e-2, 1e-1):
    for _ in range(20):
        trial = chi + size * rng.normal(size=chi.shape)
        excess = quadratic_tensor(cell, sites, hops, pi, trial) - D
        assert np.linalg.eigvalsh(excess).min() > -1e-9 * D[0, 0]
assert np.linalg.eigvalsh(D0 - D).min() > -1e-9 * D[0, 0]


def bloch_ratio(axis, phase):
    k = np.zeros(2)
    k[axis] = phase / cell[axis, axis]
    lam = slow_eigenvalue(cell, 4, hops, k).real
    return -lam / (k @ D @ k)


for axis in (0, 1):
    order = (1 - bloch_ratio(axis, 0.10)) / (1 - bloch_ratio(axis, 0.05))
    assert 3.8 < order < 4.2

# Temperature dependence and neglected effects
D_at = {T: corrector_solution(cell, sites, surface_hops(T))[5]
        for T in (700.0, 900.0, TEMP - 1, TEMP + 1)}
inverse = 1 / (kB * (TEMP - 1)) - 1 / (kB * (TEMP + 1))
barrier = [np.log(D_at[TEMP + 1][q, q] / D_at[TEMP - 1][q, q]) / inverse
           for q in (0, 1)]
long_hops = surface_hops(TEMP, long_fraction=0.10)
D_long = corrector_solution(cell, sites, long_hops)[5]
D_high = corrector_solution(
    cell, sites, surface_hops(TEMP, trough=TROUGH_SADDLE + 0.05))[5]
quantum = const.h * ATTEMPT * 1e6 / (const.k * TEMP)
wigner = 1 + quantum**2 / 24
crossover = const.hbar * ATTEMPT * 1e6 / const.k
exit_rates = -np.diag(generator(4, hops))
modes = np.sort(-np.linalg.eigvals(generator(4, hops)).real)
flux, terrace = 0.1, 100.0
crowding = flux * terrace**2 / (8 * D[1, 1] * 1e6)


def show(label, A):
    print(f"{label}: xx {A[0,0]:.5g}, xy {A[0,1]:.5g}, yy {A[1,1]:.5g}")


print("GENERAL TEST (lattice units, irreversible)")
print(f"drift V: corrector code {gV[0]:.6f}, {gV[1]:.6f}")
print(f"drift V: Bloch {bV[0]:.6f}, {bV[1]:.6f}")
show("D corrector", gD)
show("D Bloch", bD)
show("D master equation", mD)
print(f"persistent walker, reversal rate {reversal}: "
      f"D {wD[0,0]:.4f}, D0 {wD0[0,0]:.4f}")
print("WORKED MODEL")
print(f"a = {a:.4f} nm, b = {b:.4f} nm, flank offset = {flank} nm")
print(f"T = {TEMP:.0f} K, kT = {kB*TEMP:.5f} eV, attempts = {ATTEMPT:.0e} /us")
print(f"saddles: row {ROW_SADDLE} eV, trough {TROUGH_SADDLE} eV, "
      f"shear shift +-{SPLIT} eV")
for q in range(4):
    print(f"{names[q]}: E {energy[q]:.2f} eV, pi {pi[q]:.5f}, "
          f"exit {exit_rates[q]:.5g} /us")
for q in range(4):
    print(f"{names[q]}: v ({v[q,0]:.5g}, {v[q,1]:.5g}) nm/us, "
          f"chi ({chi[q,0]:.5f}, {chi[q,1]:.5f}) nm")
for h in hops[0:4] + hops[8:12]:
    print(f"rate {names[h[0]]} -> {names[h[1]]}, cell {h[2]}: {h[3]:.5g} /us")
print(f"t = {t:.5f}, g_row = {g_row:.5g} /us, g_trough = {g_trough:.5g} /us")
print(f"mean hop rate N = {hop_rate:.5g} /us")
show("D0 naive (nm^2/us)", D0)
show("D corrector (nm^2/us)", D)
show("D Bloch (nm^2/us)", DB)
show("D closed form (nm^2/us)", np.array([[Dxx, Dxy], [Dxy, Dyy]]))
show("D corrector (cm^2/s)", D * 1e-8)
show("D0 after moving sites (nm^2/us)", D0_m)
show("D after moving sites (nm^2/us)", D_m)
print(f"fast-axis tilt: naive {tilt(D0):.3f} deg, true {tilt(D):.3f} deg")
print(f"naive/true D_yy = {D0[1,1]/D[1,1]:.2f}, "
      f"true D_xx/D_yy = {D[0,0]/D[1,1]:.2f}")
for phase in (0.1, 0.3, 1.0):
    print(f"-lambda/(k.D.k) at phase {phase} rad per cell: "
          f"x {bloch_ratio(0, phase):.5f}, y {bloch_ratio(1, phase):.5f}")
for T in (700.0, 900.0):
    show(f"D at {T:.0f} K (nm^2/us)", D_at[T])
print(f"effective activation energy: x {barrier[0]:.4f} eV, "
      f"y {barrier[1]:.4f} eV")
print(f"slowest relaxation within the cell: {1e3/modes[1]:.3f} ns")
print("NEGLECTED EFFECTS")
print(f"tunnelling: Wigner factor {wigner:.4f}, crossover {crossover:.1f} K")
print(f"10% long jumps: D_xx x {D_long[0,0]/D[0,0]:.4f}, "
      f"D_yy x {D_long[1,1]/D[1,1]:.4f}")
print(f"trough saddle +0.05 eV: D_yy x {D_high[1,1]/D[1,1]:.4f}")
print(f"largest exit rate / attempt rate = {exit_rates.max()/ATTEMPT:.5f}")
print(f"peak adatom coverage at {flux} ML/s, {terrace:.0f} nm terrace "
      f"crossed along y: {crowding:.3e} ML")
print("checks complete")
```

Printed output:

```
GENERAL TEST (lattice units, irreversible)
drift V: corrector code 0.819156, -0.455269
drift V: Bloch 0.819156, -0.455269
D corrector: xx 0.89014, xy 0.012436, yy 0.48757
D Bloch: xx 0.89014, xy 0.012436, yy 0.48757
D master equation: xx 0.89015, xy 0.012438, yy 0.48757
persistent walker, reversal rate 0.25: D 2.5000, D0 0.5000
WORKED MODEL
a = 0.3840 nm, b = 0.7681 nm, flank offset = 0.15 nm
T = 800 K, kT = 0.06894 eV, attempts = 1e+07 /us
saddles: row 0.65 eV, trough 1.0 eV, shear shift +-0.02 eV
flank+: E 0.00 eV, pi 0.43680, exit 1686.3 /us
flank-: E 0.00 eV, pi 0.43680, exit 1686.3 /us
row top: E 0.10 eV, pi 0.10240, exit 14297 /us
trough: E 0.20 eV, pi 0.02401, exit 380.46 /us
flank+: v (90.255, -248.93) nm/us, chi (0.05352, -0.14762) nm
flank-: v (-90.255, 248.93) nm/us, chi (-0.05352, 0.14762) nm
row top: v (0, 1.1369e-13) nm/us, chi (-0.00000, 0.00000) nm
trough: v (0, -5.3291e-15) nm/us, chi (0.00000, -0.00000) nm
rate flank+ -> row top, cell (0, 0): 1074.4 /us
rate row top -> flank+, cell (0, 0): 4583 /us
rate flank+ -> row top, cell (-1, 0): 601.43 /us
rate row top -> flank+, cell (1, 0): 2565.4 /us
rate flank+ -> trough, cell (0, 0): 3.7522 /us
rate trough -> flank+, cell (0, 0): 68.27 /us
rate flank+ -> trough, cell (-1, 0): 6.703 /us
rate trough -> flank+, cell (1, 0): 121.96 /us
t = 0.28224, g_row = 732.01 /us, g_trough = 4.5668 /us
mean hop rate N = 2946.3 /us
D0 naive (nm^2/us): xx 54.315, xy -12.017, yy 33.44
D corrector (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D Bloch (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D closed form (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
D corrector (cm^2/s): xx 5.0095e-07, xy -3.7782e-09, yy 1.3387e-08
D0 after moving sites (nm^2/us): xx 71.96, xy -26.869, yy 35.261
D after moving sites (nm^2/us): xx 50.095, xy -0.37782, yy 1.3387
fast-axis tilt: naive -24.512 deg, true -0.444 deg
naive/true D_yy = 24.98, true D_xx/D_yy = 37.42
-lambda/(k.D.k) at phase 0.1 rad per cell: x 0.99924, y 0.99924
-lambda/(k.D.k) at phase 0.3 rad per cell: x 0.99304, y 0.99317
-lambda/(k.D.k) at phase 1.0 rad per cell: x 0.88532, y 0.92565
D at 700 K (nm^2/us): xx 13.174, xy -0.056311, yy 0.17602
D at 900 K (nm^2/us): xx 141.03, xy -1.6263, yy 6.4458
effective activation energy: x 0.6432 eV, y 0.9771 eV
slowest relaxation within the cell: 2.565 ns
NEGLECTED EFFECTS
tunnelling: Wigner factor 1.0150, crossover 76.4 K
10% long jumps: D_xx x 1.0992, D_yy x 1.0006
trough saddle +0.05 eV: D_yy x 0.4857
largest exit rate / attempt rate = 0.00143
peak adatom coverage at 0.1 ML/s, 100 nm terrace crossed along y: 9.338e-05 ML
checks complete
```
